# Excited SCF solutions: overlap with the ground state and lost energy bounds

## Two electrons in two orbitals

Take two electrons in a singlet state and allow them only two orthonormal real orbitals, a compact $u$ and a diffuse $v$. The singlet spin factor is common to all states, so only the spatial parts matter. There are three: $uu$, $vv$ and $\Psi_{uv}=(uv+vu)/\sqrt2$, where $uv$ means $u(1)v(2)$. The ground state is mostly $uu$, and the open-shell function $\Psi_{uv}$ looks like the natural first excited state. It is orthogonal to $uu$.

A self-consistent calculation on the open-shell state does not keep $u$ and $v$ fixed. It may replace them by

$$a=\cos\theta\,u+\sin\theta\,v,\qquad b=-\sin\theta\,u+\cos\theta\,v ,$$

which are still orthonormal. Multiplying out,

$$ab=-\sin\theta\cos\theta\,(uu-vv)+\cos^2\theta\,uv-\sin^2\theta\,vu ,$$

and $ba$ is the same with $uv$ and $vu$ exchanged. Adding the two and dividing by $\sqrt2$ gives

$$\frac{ab+ba}{\sqrt2}=\cos2\theta\,\Psi_{uv}+\sin2\theta\,\frac{vv-uu}{\sqrt2}. \tag{1}$$

The orbitals $a$ and $b$ are orthogonal at every $\theta$, yet the state has overlap $-\sin2\theta/\sqrt2$ with $uu$. Let $G$ be the coupling between the two functions on the right of (1). It enters the energy as $2G\sin2\theta\cos2\theta=G\sin4\theta$, while the diagonal terms go as $\cos^22\theta$ and $\sin^22\theta$, so the slope of the energy at $\theta=0$ is $4G$. With $h_{uv}$ the one-electron matrix element and $(pq|rs)$ the repulsion between the charge distributions $pq$ and $rs$,

$$\langle\Psi_{uv}|H|vv\rangle=\sqrt2\,[h_{uv}+(uv|vv)],\qquad \langle\Psi_{uv}|H|uu\rangle=\sqrt2\,[h_{uv}+(uv|uu)] .$$

Subtracting and dividing by $\sqrt2$, the one-electron part cancels:

$$G=(uv|vv)-(uv|uu).$$

If $u$ and $v$ have opposite parity, both integrals vanish. For a compact $u$ and a diffuse $v$ of the same symmetry, such as two s orbitals, nothing makes them equal. The energy is then not stationary at $\theta=0$, and the optimised state acquires a component along $uu$.

The energy bound suffers too. As $\theta$ varies, (1) runs through all real unit vectors of a two-dimensional space $W$ inside the three-dimensional singlet space. The two lowest eigenvectors of $H$ in the full space span another plane, and two planes in three dimensions share at least a line. A unit vector on that line has an energy no higher than the first excited eigenvalue. The minimum over $\theta$ is therefore at or *below* that eigenvalue. In this small model the optimised excited energy is a lower bound, the reverse of what one might expect.

## The belief and its appeal

The belief is that an excited SCF solution is an approximate excited eigenstate with the usual guarantees: it is orthogonal to the ground determinant, and its energy lies above the exact excited energy. Each half has a sound origin. Eigenstates of $H$ with different energies are orthogonal, and so are different determinants built from one common orthonormal set of orbitals. The energy of a normalised ground-state trial function is an upper bound to the ground energy.

Neither fact covers the case at hand. Two SCF solutions are stationary points of a nonlinear problem, each with its own orbitals and its own mean field. For the bound, expand a normalised trial function of given symmetry in the eigenstates of $H$ of that symmetry, with weights $w_k$ and energies $E_0<E_1\le E_2\le\dots$:

$$E=\sum_k w_kE_k=E_1-w_0(E_1-E_0)+\sum_{k\ge2}w_k(E_k-E_1). \tag{2}$$

The second form uses $\sum_kw_k=1$. The last sum is not negative, so

$$E\ge E_1-w_0(E_1-E_0). \tag{3}$$

If $w_0=0$ the energy is an upper bound to $E_1$. If $w_0>0$ it may fall on either side, according to which term of (2) wins. Being stationary within a restricted set of functions does not make $w_0$ vanish.

## Helium: the mixed determinant

For helium with a fixed nucleus, without relativity,

$$H=\sum_{i=1}^{2}\left[-\frac{\hbar^2\nabla_i^2}{2m_e}-\frac{2e^2}{4\pi\varepsilon_0r_i}\right]+\frac{e^2}{4\pi\varepsilon_0r_{12}} .$$

Energies are given in hartree ($E_h$), lengths in bohr ($a_0$). The ground determinant has spatial part $\Phi_0=\phi\phi$, where $\phi$ satisfies $(h+J_\phi)\phi=\varepsilon_\phi\phi$ and $J_\phi$ is the Coulomb potential of one electron in $\phi$.

The simplest 1s2s solution is the determinant $D$ with spin-up orbital $a$ and spin-down orbital $b$. Here $b$ is the second s-type solution of $(h+J_a)b=\varepsilon_bb$, and $a$ is the lowest solution in the field of $b$. A determinant with unlike spins has two terms, which contribute equally to its overlap with $\Phi_0$, so

$$\langle\Phi_0|D\rangle=\langle\phi|a\rangle\langle\phi|b\rangle .$$

To see why $\langle\phi|b\rangle$ is not zero, take the matrix element of $h+J_a$ between $\phi$ and $b$, and subtract that of $h+J_\phi$:

$$(\varepsilon_b-\varepsilon_\phi)\langle\phi|b\rangle=\langle\phi|J_a-J_\phi|b\rangle .$$

The overlap measures the change of the mean field. The orbital $a$ resembles $\phi$, with $|\langle\phi|a\rangle|=0.985$, and the result is small: $|\langle\phi|b\rangle|=0.0279$ and $\langle\Phi_0|D\rangle=0.0274$.

The energy of $D$ is $-2.1532\,E_h$, below the full CI value $-2.1459\,E_h$ for the excited singlet $2\,^1S$. This is not yet a clean counterexample, because $D$ is not a singlet. Write

$$ab=\tfrac12(ab+ba)+\tfrac12(ab-ba).$$

The first part is singlet, the second triplet. With $s=\langle a|b\rangle$ their squared norms are $(1+s^2)/2$ and $(1-s^2)/2$. A triplet has $S^2=2\hbar^2$, so $\langle S^2\rangle=(1-s^2)\hbar^2$. The solution has $s=0.110$, hence a singlet weight of 0.506 and $\langle S^2\rangle=0.988\,\hbar^2$. The two parts have energies $-2.1399$ and $-2.1667\,E_h$, and

$$0.50609(-2.13989)+0.49391(-2.16675)=-2.1532 .$$

The singlet part by itself lies above $2\,^1S$. The low energy of $D$ comes from its triplet half.

## Helium: the pure singlet

To remove spin mixing, optimise the singlet

$$\Psi=\frac{ab+ba}{\sqrt2},\qquad \langle a|b\rangle=0 .$$

Exchange of the electrons makes the four terms of $\langle\Psi|H|\Psi\rangle$ equal in pairs, leaving $\langle ab|H|ab\rangle+\langle ab|H|ba\rangle$. The first is $h_{aa}+h_{bb}+J_{ab}$. In the second the one-electron terms carry a factor $\langle a|b\rangle=0$, and the repulsion gives $K_{ab}$. So

$$E=h_{aa}+h_{bb}+J_{ab}+K_{ab},\qquad J_{ab}=(aa|bb),\quad K_{ab}=(ab|ab).$$

The condition $\langle a|b\rangle=0$ is needed if the energy is to be minimised: without it, and with the norm adjusted, the choice $a=b=\phi$ would return the ground determinant. It is not needed for an excited stationary point. For fixed $a$ the functions $ab+ba$ form a linear space in $b$, and the second root of $H$ in that space is an upper bound to $E_1$. Made stationary in $a$ as well, it has $\langle a|b\rangle=0.081$, an energy of $-2.1435\,E_h$, only $0.0024\,E_h$ above full CI, and an overlap of 0.014 with $\Phi_0$. What follows concerns the constrained solution. With the condition imposed, the energy is made stationary against all rotations among s orbitals, including that of $a$ with $b$. The solution found is a local minimum with respect to these rotations: its smallest curvature among them is positive.

The overlap with the ground determinant is

$$S=\langle\Phi_0|\Psi\rangle=\frac{1}{\sqrt2}\left(\langle\phi|a\rangle\langle\phi|b\rangle+\langle\phi|b\rangle\langle\phi|a\rangle\right)=\sqrt2\,\langle\phi|a\rangle\langle\phi|b\rangle .$$

With the computed orbital overlaps,

$$S=\sqrt2\,(0.9665)(0.2046)=0.2797,\qquad S^2=0.078 .$$

This is ten times the overlap of the mixed determinant. In $D$ the orbital $b$ is an eigenfunction of $h+J_a$, so its overlap with $\phi$ arises only from $J_a-J_\phi$. The singlet orbitals do not obey that equation, and (1) shows that rotating $a$ with $b$ can bring in a doubly occupied compact orbital.

The energies, in $E_h$, are:

| State | SCF | Full CI |
|---|---:|---:|
| $1\,^1S$ | $-2.8617$ | $-2.9022$ |
| $2\,^3S$ | $-2.1742$ | $-2.1752$ |
| $2\,^1S$ | $-2.1698$ | $-2.1459$ |
| $2\,^1P$ | $-2.1224$ | $-2.1236$ |

The $2\,^1S$ row breaks the pattern. Its SCF energy is $0.0240\,E_h$, or 0.65 eV, *below* the full CI value. The triplet and the $^1P$ state are the lowest of their spin and spatial symmetry, so no lower state can enter and their energies are upper bounds.

Full CI here means diagonalisation of $H$ in a finite Gaussian basis of s, p and d functions. It is exact for $H$ projected on that basis, and $\Psi$ lies in the same space, so within the basis the violation is established. The true $2\,^1S$ level lies somewhat lower than its full CI value. That value was $-2.14418$ with s functions, $-2.14574$ with p functions added and $-2.14585$ with d functions. The last step, $0.0001\,E_h$, is tiny beside the violation of $0.024\,E_h$. This is strong evidence, though not a rigorous proof, that the SCF energy also lies below the true level. The full CI column is not converged to the last digit shown. A larger basis (19 s, 11 p, 5 d, 1 f) lowers $1\,^1S$ by $0.0007\,E_h$ and $2\,^1S$ and $2\,^1P$ by about $0.0001\,E_h$, moves the SCF energies by at most $0.00002\,E_h$, changes $w_0$ below from 0.0839 to 0.0838, and leaves the violation at $0.024\,E_h$.

Relation (3) accounts for the result. The weight of the full CI ground state in $\Psi$ is $w_0=0.0839$, which permits a depression of up to

$$w_0(E_1-E_0)=0.0839\times0.7564=0.0635\,E_h .$$

By (2), the higher singlets return $0.0395\,E_h$ of this, leaving the observed $0.0240\,E_h$.

## Restoring the bound

Let $H$ act in the two-dimensional space spanned by $\Phi_0$ and $\Psi$, and solve

$$\begin{pmatrix}E_g&H_{01}\\H_{01}&E\end{pmatrix}\mathbf c=\lambda\begin{pmatrix}1&S\\S&1\end{pmatrix}\mathbf c ,$$

where $E_g$ is the energy of $\Phi_0$ and $H_{01}=\langle\Phi_0|H|\Psi\rangle$. The upper root is a true upper bound to $E_1$. A two-dimensional space always contains a nonzero vector orthogonal to the exact ground state, since this is one linear condition on two coefficients. By (2) that vector has energy at least $E_1$, and the upper root is the largest energy in the space.

With $H_{01}=-0.8226\,E_h$ the upper root is $-2.0969\,E_h$. The bound is restored, but the value is now 1.33 eV too high, whereas the raw SCF energy was 0.65 eV too low. A bound is not a measure of accuracy. The orbitals were optimised for a function that profits from its ground-state component, and they are not the best ones once that component is taken away.

Simple orthogonalisation gives nearly the same state. The function

$$\Psi_\perp=\frac{\Psi-S\Phi_0}{\sqrt{1-S^2}}$$

is normalised, because the squared norm of the numerator is $1-2S^2+S^2$. Its energy is

$$E_\perp=\frac{E-2SH_{01}+S^2E_g}{1-S^2}=\frac{-2.16984+0.46021-0.22389}{0.92176}=-2.0976\,E_h .$$

This lies above $E_1$, but orthogonality to $\Phi_0$ does not by itself guarantee it, since $\Phi_0$ is not the exact ground state. A ground-state weight of $1.3\times10^{-4}$ remains in $\Psi_\perp$. By (3), that weight could at most have put the energy $1.0\times10^{-4}\,E_h$ below $E_1$.

## What the overlap does to transition dipoles

The dipole between 1s² and 1s2s vanishes by parity when positions are measured from the nucleus, whatever $S$ may be. The overlap appears as soon as the origin moves by $d$ along $z$. For the electrons alone,

$$-e\langle\Phi_0|(z_1-d)+(z_2-d)|\Psi\rangle=2edS .$$

For $d=1\,a_0$ this is $0.559\,ea_0$, or $4.74\times10^{-30}$ C m. It is larger than the genuine $1\,^1S$–$2\,^1P$ dipole, $0.420\,ea_0$, and it is spurious: between orthogonal states it is zero. For a neutral atom the nuclear charge $2e$, now at $-d$, adds $-2edS$ and cancels it. For a system of total charge $Q$ the sum is $-QdS$. In an ion, a transition dipole between nonorthogonal states thus depends on the choice of origin even when the nuclei are included.

A dipole that parity allows is that between 1s2s and 1s2p. Give the latter its own orbitals, $\Psi_P=(cp+pc)/\sqrt2$, with $c$ of s type and $p$ a $p_z$ orbital. Exchange symmetry again leaves two of four terms:

$$\langle\Psi|z_1+z_2|\Psi_P\rangle=\langle ab|z_1+z_2|cp\rangle+\langle ab|z_1+z_2|pc\rangle .$$

Each is a sum of products of one $z$ integral and one overlap. Overlaps of s with p orbitals vanish, and what survives is

$$\mu_{SP}=\langle a|c\rangle\langle b|z|p\rangle+\langle b|c\rangle\langle a|z|p\rangle .$$

With common orbitals, $a=c$, only $\langle b|z|p\rangle$ would remain. Here

$$\mu_{SP}=(-0.9948)(-2.6927)+(-0.1013)(0.1199)=2.667\,a_0 .$$

From the ground determinant, setting $a=b=\phi$ and dividing by $\sqrt2$ for the norm,

$$\mu_{0P}=\sqrt2\,\langle\phi|c\rangle\langle\phi|z|p\rangle=0.407\,a_0 .$$

Since $\Psi$ contains $\Phi_0$ with amplitude $S$, its dipole contains a piece $S\mu_{0P}=0.114\,a_0$ that belongs to another transition. Removing it gives

$$\mu_\perp=\frac{\mu_{SP}-S\mu_{0P}}{\sqrt{1-S^2}}=\frac{2.667-0.114}{0.960}=2.659\,a_0 .$$

The subtraction lowers the dipole by 4.3%, and the renormalisation raises it by nearly as much. The net change is $-0.3\%$. This near cancellation belongs to these numbers and is not a rule. The full CI dipole is $2.920\,ea_0$ ($2.48\times10^{-29}$ C m), so the raw value is 8.7% below it and orthogonalisation does not help. The upper state of the 2×2 problem gives $2.645\,ea_0$, slightly further away. The error sits in $\Psi$, not in $\Psi_P$: $\Psi$ with the full CI $2\,^1P$ state gives 2.654, while the full CI $2\,^1S$ state with $\Psi_P$ gives 2.942. Removing the overlap afterwards does not repair orbitals that were optimised with the ground-state component present; the 1s2s function with nonorthogonal orbitals gives 2.970. In the larger basis the full CI value falls by $0.002\,ea_0$, to 2.919.

The 2×2 treatment changes the $1\,^1S$–$2\,^1P$ dipole much more. The determinant $\Phi_0$ gives $0.407\,ea_0$, which is 3% below the full CI value of 0.420. The lower 2×2 state gives 0.487, which is 16% above it, although its energy is better by $0.0007\,E_h$. To see how, use the orthonormal pair $\Phi_0,\Psi_\perp$. Their coupling is

$$\langle\Phi_0|H|\Psi_\perp\rangle=\frac{H_{01}-SE_g}{\sqrt{1-S^2}}=\frac{-0.8226+0.8004}{0.960}=-0.023\,E_h .$$

Divided by the energy separation of $0.764\,E_h$, this gives a mixing amplitude of about $0.030$. The energy gain is of second order in this amplitude, but the dipole changes in first order, by $0.030\times2.659=0.080\,a_0$. A small admixture of a state with a large dipole is enough to spoil a small one.

An overlap between SCF solutions should therefore be computed, not assumed to vanish, and kept in every matrix element. Diagonalising $H$ among the solutions gives orthogonal states, and the $k$-th root is an upper bound to the $k$-th exact level of that symmetry. The bound reaches the intended state only if a solution for every lower state of the symmetry is included. In helium it improves neither the $2\,^1S$ energy nor the two parity-allowed dipoles examined here, although it removes the spurious origin-dependent one. The numerical check below compares the overlap, energy and dipole formulas with explicit two-electron sums.

## Computed results

```
Basis: 14 s, 8 p, 3 d shells; 53 functions
Exponents s: 0.012 x 2.5^k, k=0..13 (bohr^-2)
Exponents p: 0.012 x 2.5^k, k=0..7 (bohr^-2)
Exponents d: 0.200 x 3^k, k=0..2 (bohr^-2)
Full CI 1^1S energy: -2.902212 hartree
Full CI 2^1S energy, s basis: -2.144180 hartree
Full CI 2^1S energy, sp basis: -2.145744 hartree
Full CI 2^1S energy, spd basis: -2.145851 hartree
Full CI 2^3S energy: -2.175201 hartree
Full CI 2^1P energy: -2.123641 hartree
SCF ground determinant energy: -2.861665 hartree
SCF 1s2s triplet energy: -2.174235 hartree
SCF 1s2p singlet energy: -2.122448 hartree
Mixed determinant: energy -2.153153 hartree
Mixed determinant: <a|b> = 0.110346
Mixed determinant: <S^2> = 0.987824 hbar^2
Mixed determinant: singlet weight 0.506088
Mixed determinant: singlet part energy -2.139887 hartree
Mixed determinant: triplet part energy -2.166746 hartree
Mixed determinant: <phi|a> = -0.984980, <phi|b> = -0.027863
Mixed determinant: overlap with ground 0.027445
SCF 1s2s singlet energy: -2.169839 hartree
SCF 1s2s singlet lowest orbital curvature: 0.2082 hartree
Singlet: <phi|a> = 0.966546, <phi|b> = 0.204632
Singlet: overlap S with ground determinant 0.279712, S^2 = 0.078239
Singlet: weight w0 of full CI ground state 0.083912
Singlet: E(SCF) - E(full CI 2^1S) = -0.023988 hartree
  the same difference: -0.6527 eV
Singlet: lower limit E1 - w0(E1-E0) = -2.209318 hartree
Coupling <Phi0|H|Psi>: -0.822648 hartree
2x2 lower root: -2.862365 hartree
2x2 upper root: -2.096941 hartree
2x2 upper root minus full CI 2^1S: 1.3309 eV
2x2 upper state: full CI ground weight 3.442e-04
Orthogonalised to Phi0: energy -2.097640 hartree
Orthogonalised to Phi0: full CI ground weight 1.337e-04
Dipole 2S-2P: <a|c> = -0.994839, <b|c> = -0.101269
Dipole 2S-2P: <b|z|p> = -2.69273, <a|z|p> = 0.11986 bohr
Dipole 2S-2P: direct 2.67883, cross -0.01214 bohr
<Psi|sum z|Psi_P> raw: 2.66669 bohr
<Phi0|sum z|Psi_P>: 0.40694 bohr
S times <Phi0|sum z|Psi_P>: 0.11383 bohr
<Psi|sum z|Psi_P> after orthogonalisation: 2.65900 bohr
|Dipole| 2S-2P raw SCF: 2.66669 e bohr
|Dipole| 2S-2P orthogonalised: 2.65900 e bohr
|Dipole| 2S-2P from 2x2 upper state: 2.64549 e bohr
|Dipole| 2S-2P full CI: 2.92046 e bohr
  the same in SI: 2.4761e-29 C m
|Dipole| 1S-2P from 2x2 lower state: 0.48713 e bohr
|Dipole| 1S-2P full CI: 0.42032 e bohr
Origin shift d along z: 1.0 bohr
1S-2S electron-only dipole after shift: 0.55942 e bohr
  the same in SI: 4.7430e-30 C m
1S-2S dipole with nucleus below 1e-8 e bohr: True
1S-2S full CI shifted dipole below 1e-7 e bohr: True
```
